\section*{Bragg-Mirror Cavities by Transfer Matrices: Resonances, Finesse and Normalized Field}

\section{A line narrower than the spacer allows}

A half-wave spacer of length $1937$~\AA\ lies between two identical Bragg mirrors of reflectivity $R=0.99712$. Its resonance is at $2$~eV. With mirrors of fixed reflection phase, the resonances would be $2$~eV apart; dividing by the finesse, $1089$, gives a linewidth of $1.84\times10^{-3}$~eV. The computed transmission line has a width of $5.60\times10^{-4}$~eV, smaller by a factor $3.28$. The reflectivity is the same in both estimates. What differs is the delay of the light inside the mirrors, which also changes the field per photon.

\section{Model and propagation}

The layers are lossless, nonmagnetic and dispersionless. Light travels along $z$ at normal incidence, in one polarization. The spacer has index $n_c$ and length $L$; the medium outside both mirrors has index $n_o$. In atomic units $\hbar=4\pi\epsilon_0=1$, $c=1/\alpha$ and $k=\omega/c$. The time factor is $e^{-i\omega t}$, and
\begin{equation}
E''+n^2(z)k^2E=0. \label{wave}
\end{equation}
Continuity of the tangential electric and magnetic fields makes $E$ and $E'$ continuous. Within a layer of thickness $d$,
\[
E(z)=E(0)\cos nkz+\frac{E'(0)}{nk}\sin nkz .
\]
This and its derivative carry $v=(E,E'/k)^T$ across the layer:
\begin{equation}
v(d)=M v(0),\quad
M=\begin{pmatrix}\cos\delta&\sin\delta/n\\-n\sin\delta&\cos\delta\end{pmatrix},
\quad \delta=nkd. \label{matrix}
\end{equation}
The inverse is obtained by $\delta\to-\delta$.

Place the surface of the right mirror at $z=0$. The spacer field $b(e^{in_ckz}+re^{-in_ckz})$ has $v_0=b(1+r)$ and $v_1=in_cb(1-r)$ there. Thus $in_cv_0-v_1=2in_cbr$ and $in_cv_0+v_1=2in_cb$, so
\begin{equation}
r=\frac{in_cv_0-v_1}{in_cv_0+v_1}. \label{r}
\end{equation}
The vector $v$ follows by propagating the outgoing wave $(1,in_o)^T$ back from the outer face. The left mirror is treated as its mirror image.

For the whole cavity, propagate the same outgoing vector back to the left outer face. The incident amplitude is
\begin{equation}
a=\frac12\left(v_0+\frac{v_1}{in_o}\right),\qquad T=\frac1{|a|^2}. \label{a}
\end{equation}
A zero of $a$ at complex frequency $\omega_p=\omega_r-i\gamma/2$ is a field with outgoing waves alone. Near it $a\simeq a'(\omega_p)(\omega-\omega_p)$, so $T\propto[(\omega-\omega_r)^2+\gamma^2/4]^{-1}$, and $\gamma$ is the full width at half maximum.

\section{The Bragg mirror}

\subsection{Reflectivity and stop band}

Every mirror layer is a quarter wave thick at $\omega_0$: $nd=\lambda_0/4$, with $\lambda_0=2\pi c/\omega_0$. Let $n_H>n_L$, and let the mirror, from the spacer outward, be $(HL)^NH$. Write $v_1=iYv_0$. At $\delta=\pi/2$, the inverse matrix gives $v_0=-v_1'/n$ and $v_1=nv_0'$, where primes here mark the far side of the layer. Hence $Y=n^2/Y'$. Starting from $Y=n_o$, the last layer gives $n_H^2/n_o$, and each pair multiplies by $(n_H/n_L)^2$:
\begin{equation}
Y=\left(\frac{n_H}{n_L}\right)^{2N}\frac{n_H^2}{n_o},\quad
r=\frac{n_c-Y}{n_c+Y},\quad R=|r|^2. \label{R}
\end{equation}
The example has $n_H=2.2$, $n_L=1.5$, $n_c=1.6$, $n_o=1$ and $N=8$. Then $Y=2218.95$ and $R=(2217.35/2220.55)^2=0.99712$.

Away from $\omega_0$, all layers have $\delta=\pi/2+\eta$, with $\eta=\pi(\omega-\omega_0)/(2\omega_0)$. Half the trace of $M_LM_H$ is
\[
\cos^2\delta-s\sin^2\delta,\qquad s=\frac{n_H^2+n_L^2}{2n_Hn_L}.
\]
The determinant is one, so the eigenvalues are real reciprocals, one of them decaying, when this number is below $-1$. At the edge it equals $-1$, hence
\[
\cos^2\delta=\frac{s-1}{s+1}=\left(\frac{n_H-n_L}{n_H+n_L}\right)^2 .
\]
Since $|\cos\delta|=|\sin\eta|$, the half-width of the stop band is
\begin{equation}
\frac{2\omega_0}{\pi}\arcsin\frac{n_H-n_L}{n_H+n_L}=0.242\ \text{eV}.
\end{equation}

\subsection{Penetration depth}

A length $\ell$ of spacer adds $2n_c\omega\ell/c$ to a reflection phase. For $r_j=|r_j|e^{i\phi_j}$, the length with the same frequency derivative is therefore
\begin{equation}
L_j=\frac{c}{2n_c}\frac{d\phi_j}{d\omega}. \label{Lj}
\end{equation}

For an infinite stack, $v$ at the surface is the decaying eigenvector of one pair. To first order in $\eta$, $\cos\delta=-\eta$ and $\sin\delta=1$. With $H$ first, the eigenvector at $\eta=0$ is $(0,1)^T$, with eigenvalue $-n_L/n_H$. Set $v=(e,1)^T$ with $e$ of order $\eta$, and drop second-order terms:
\begin{align*}
M_Hv&=\begin{pmatrix}1/n_H\\-n_He-\eta\end{pmatrix},\\
M_LM_Hv&=\begin{pmatrix}-\eta/n_H-(n_He+\eta)/n_L\\-n_L/n_H\end{pmatrix}.
\end{align*}
The result must be proportional to $(e,1)^T$, so its first entry is $-en_L/n_H$. Multiplication by $n_Hn_L$ gives
\[
e(n_L^2-n_H^2)=\eta(n_L+n_H),\qquad e=-\frac{\eta}{n_H-n_L}.
\]
For $r=e^{i\phi}$, the surface vector is proportional to $(\cos\frac\phi2,n_c\sin\frac\phi2)^T$, so $e=\cot(\phi/2)/n_c$. With $\phi=\pi+\psi$, $\cot(\phi/2)\simeq-\psi/2$ and $\psi=2n_c\eta/(n_H-n_L)$. Equation \eqref{Lj} then gives
\begin{equation}
L_j=\frac{\lambda_0}{4(n_H-n_L)}\qquad(H\text{ first}). \label{LH}
\end{equation}

With $L$ first, set $v=(1,y)^T$. To first order,
\[
M_HM_Lv=\begin{pmatrix}-n_L/n_H\\ \eta(n_H+n_L)-n_Hy/n_L\end{pmatrix}.
\]
The second entry must be $-yn_L/n_H$, so $y=\eta n_Hn_L/(n_H-n_L)$. Now $\phi$ is small and $y=n_c\tan(\phi/2)\simeq n_c\phi/2$, whence
\begin{equation}
L_j=\frac{\lambda_0n_Hn_L}{4n_c^2(n_H-n_L)}\qquad(L\text{ first}). \label{LL}
\end{equation}

For $\lambda_0=6199.21$~\AA, \eqref{LH} gives $6199.21/2.8=2214$~\AA, and \eqref{LL} gives $2854$~\AA. The finite mirror of the example has $L_j=2210$~\AA, $0.2\%$ below the infinite-stack value.

These are delay lengths. Both stacks have the same decay per pair at $\omega_0$: the intensity falls by $(n_L/n_H)^2$. Their penetration depths nevertheless differ, so $L_j$ is not a decay length.

\section{Resonances, width and finesse}

One round trip multiplies the spacer wave by $G=r_1r_2e^{2in_ckL}=ge^{i\theta}$, with $g=\sqrt{R_1R_2}$. Summing over round trips gives the factor $1/(1-G)$ in the transmitted amplitude, and
\begin{equation}
|1-G|^2=(1-g)^2+4g\sin^2(\theta/2). \label{airy}
\end{equation}
If the mirror magnitudes are constant across the line, the maxima lie at
\begin{equation}
\theta=2n_c\omega L/c+\phi_1+\phi_2=2\pi m. \label{res}
\end{equation}
By \eqref{Lj},
\begin{equation}
\frac{d\theta}{d\omega}=\frac{2n_cL_{\rm eff}}c,\qquad L_{\rm eff}=L+L_1+L_2. \label{Leff}
\end{equation}
The local free spectral range $\Delta$ is the frequency change that advances this linearized phase by $2\pi$. Half maximum requires $2\sqrt g\,|\sin(\theta/2)|=1-g$. For $1-g\ll1$ the full phase width is $2(1-g)/\sqrt g$. Division by $d\theta/d\omega$ gives
\begin{equation}
\Delta=\frac{\pi c}{n_cL_{\rm eff}},\quad
\gamma=\frac{\Delta}{F},\quad
F=\frac{\pi\sqrt g}{1-g}. \label{width}
\end{equation}
Penetration divides out of $F$ but remains in $\Delta$ and $\gamma$.

In the example $L_{\rm eff}=1937.25+2(2209.72)=6356.69$~\AA, or $12012$ bohr. This gives $\Delta=0.6095$~eV and $\gamma=0.6095/1089.2=5.596\times10^{-4}$~eV, or $2.056\times10^{-5}$ hartree. The half-maximum points of $T$ and the complex zero of $a$ give the same width to the four digits quoted. The ratio $6356.69/1937.25=3.28$ is the factor found at the start.

Here $\Delta$ exceeds the half-width of the stop band, so it does not predict a neighbouring mirror-confined mode. It is a local derivative. A spacer of 40 half-waves does have a neighbour inside the band. The complex zeros are $0.04728$~eV apart; $L_{\rm eff}$ predicts $0.04730$~eV and the spacer alone $0.05000$~eV. The spacing divided by the linewidth of the mode at $\omega_0$ is $1088.8$, against $F=1089.2$. The neighbour lies where $R$ is lower; its line is $10\%$ wider ($4.77\times10^{-5}$ against $4.34\times10^{-5}$~eV), so $F$ at $\omega_0$ describes the central mode only.

\subsection{Mode pulling}

Let $\omega_c$ solve \eqref{res} with the mirror phases frozen at $\omega_0$. Subtract that condition from \eqref{res} with linearized phases, for the same $m$, and divide by $2n_c/c$:
\[
L(\omega-\omega_c)+(L_1+L_2)(\omega-\omega_0)=0,
\]
\begin{equation}
\omega=\frac{L\omega_c+(L_1+L_2)\omega_0}{L_{\rm eff}}. \label{pull}
\end{equation}
If the half-wave spacer is made $5\%$ longer, $L=2034.1$~\AA\ and $\omega_c=1.90476$~eV. Equation \eqref{pull} gives
\[
\frac{2034.1(1.90476)+4419.4(2)}{6453.5}=1.96998\ \text{eV}.
\]
The phase condition itself gives $1.97004$~eV. Here $L_1+L_2$ exceeds $L$, so the mirrors hold the mode near their own centre; for a spacer much longer than $L_1+L_2$ the mode follows $\omega_c$.

\section{Normalization of the field}

\subsection{Perfect reflection}

First let $|r_j|=1$, so the mode can be real. In the spacer, with the right mirror at $z=0$, write $E=A\cos(n_ckz-\phi_2/2)$. Keep $A$ fixed while $k$ varies, and let $\partial$ denote $\partial/\partial k$. Differentiating \eqref{wave} gives
\[
(\partial E)''+n^2k^2\partial E=-2kn^2E .
\]
Multiply this by $E$ and subtract \eqref{wave} multiplied by $\partial E$:
\begin{equation}
\frac{d}{dz}\left(E\,\partial E'-E'\partial E\right)=-2kn^2E^2. \label{wr}
\end{equation}
Integrate over the right mirror. The outer boundary term vanishes if the field decays to zero or if a metal wall imposes $E=0$ for every $k$. At $z=0$, $E=A\cos(\phi_2/2)$ and $E'=An_ck\sin(\phi_2/2)$. The bracket there is
\[
A^2\left[n_c\sin\frac{\phi_2}2\cos\frac{\phi_2}2+\frac{n_ck}2\partial\phi_2\right].
\]
Divide by $2k$ and use $\partial\phi_2=2n_cL_2$:
\begin{equation}
\int_{\rm mirror\,2}n^2E^2dz=\frac{n_c^2A^2L_2}{2}+\frac{n_cA^2\sin\phi_2}{4k}. \label{mir}
\end{equation}
The left mirror gives the same with $\phi_1,L_1$. The spacer gives
\begin{align*}
\int_{-L}^0n_c^2E^2dz&=\frac{n_c^2A^2L}{2}
+\frac{n_cA^2}{4k}\left[\sin(2n_ckL+\phi_2)-\sin\phi_2\right]\\
&=\frac{n_c^2A^2L}{2}-\frac{n_cA^2}{4k}(\sin\phi_1+\sin\phi_2),
\end{align*}
because \eqref{res} makes $2n_ckL+\phi_2=2\pi m-\phi_1$. The sine terms cancel in the sum, which is $n_c^2A^2L_{\rm eff}/2$. For a mode $f$ with $\int n^2f^2dz=1$, the squared spacer amplitude is therefore
\begin{equation}
f_{\max}^2=\frac{2}{n_c^2L_{\rm eff}}, \label{norm}
\end{equation}
provided that an antinode lies in the spacer. No linearization was made: the identity holds for unlike and detuned perfect reflectors, with $L_{\rm eff}$ evaluated at the resonance.

The numerical check solves \eqref{wave} on a grid, without transfer matrices, for two unlike metal-backed stacks around a detuned spacer. The grid gives $f_{\max}^2=9.9625\times10^{-5}$~\AA$^{-1}$, and \eqref{norm} gives $9.9629\times10^{-5}$~\AA$^{-1}$.

In the tuned cavity with $H$ first, $\sin\phi_j=0$, and the spacer holds the fraction $L/L_{\rm eff}$ of $\int n^2f^2dz$. The grid mode with ten metal-backed pairs per mirror gives $0.304$, and \eqref{LH} gives $1937.25/(1937.25+2\cdot2214.00)=0.304$. If $E'/k=q$ at the mirror surface, the spacer amplitude is $q/n_c$ and the field after the first $H$ layer is $q/n_H$. The first intensity maximum in the mirror is thus $(n_c/n_H)^2=0.529$ of the spacer maximum.

\subsection{Leaky mirrors}

An open cavity has a continuum of modes. A state with incident amplitude $b$ has incoming, reflected and transmitted waves on half-lines. Their delta-function parts in $\int n^2F_k^*F_{k'}dz$ add to
\[
n_o^2|b|^2\pi(1+R_{\rm tot}+T)\,\delta(n_o(k-k'))=2\pi n_o|b|^2\delta(k-k'),
\]
since $R_{\rm tot}+T=1$; the remaining parts cancel by orthogonality. Unit normalization requires $|b|^2=1/(2\pi n_o)$. The mode density at $z$ is
\begin{equation}
\rho(z,k)=\frac{|E_{\rm left}|^2+|E_{\rm right}|^2}{2\pi n_o}, \label{rho}
\end{equation}
where the labels give the side of incidence and each field is per unit incident amplitude.

For equal mirrors, flux conservation gives the intensity transmitted into the spacer as $(n_o/n_c)(1-R)$. At resonance the round trips multiply the amplitude by $1/(1-R)$, and at the antinode the returning wave contributes a factor $1+|r|$. The driven enhancement is
\begin{equation}
\frac{n_o}{n_c}\frac{(1+|r|)^2}{1-R}=\frac{n_o}{n_c}\frac{1+|r|}{1-|r|}=\frac{n_oY}{n_c^2}. \label{enh}
\end{equation}
The last form uses \eqref{R}. Here it is $2218.95/2.56=866.8$.

The peak of \eqref{rho} is consequently $(1+|r|)/[\pi n_c(1-|r|)]$. A Lorentzian of this height and width $\gamma/c=(1-R)/(n_cL_{\rm eff}|r|)$ has area
\begin{equation}
\frac{\pi\gamma}{2c}\,\rho_{\rm peak}
=\frac{(1+|r|)^2}{2n_c^2L_{\rm eff}|r|}
=f_{\max}^2\left[1+\frac{(1-|r|)^2}{4|r|}\right]. \label{area}
\end{equation}
The normalized leaky mode is thus the spectral weight of a narrow line. Formula \eqref{norm} gives $1.2290\times10^{-4}$~\AA$^{-1}$. Integrating \eqref{rho} over $\pm20\gamma$ and dividing by the Lorentzian share of that window, $(2/\pi)\arctan40$, gives $1.2291\times10^{-4}$~\AA$^{-1}$.

\subsection{Zero-point field}

Choose a quantization area $S$ and the mode that is uniform across it. In these units the energy density is $(n^2E^2+B^2)/8\pi$, with $|B|=|E'|/k$. For vanishing end fields, integration by parts and \eqref{wave} give $\int E'^2dz/k^2=\int n^2E^2dz$, so the two energies are equal. Setting their sum to $\omega/2$,
\begin{equation}
\frac{S}{4\pi}\int n^2\langle E^2\rangle dz=\frac\omega2,
\qquad \langle E^2\rangle=\frac{2\pi\omega}{S}f^2(z). \label{vac}
\end{equation}
For $S=10^8$~\AA$^2$ the root-mean-square field $\langle E^2\rangle^{1/2}$ at the antinode is $1.49\times10^{-5}$~V/\AA. Using $L$ for $L_{\rm eff}$ would give $2.70\times10^{-5}$~V/\AA, too large by $\sqrt{3.28}=1.81$. The area $S$ is not a spot size: a planar cavity has a continuum of in-plane wavevectors, and \eqref{vac} describes one of its modes.

\section{Algorithm and errors}

\begin{enumerate}
\item Compute $r_1,r_2$ from \eqref{matrix}--\eqref{r}, and solve \eqref{res} inside the stop band.
\item At each root, obtain $L_j$ from the phase of $r_j(\omega+h)/r_j(\omega-h)$ divided by $2h$. The ratio avoids a branch jump at $\phi=\pi$. Form $L_{\rm eff}$, $\Delta$, $F$ and $\gamma$.
\item Refine the complex zero of $a$ by the secant rule
\[
\omega_{j+1}=\omega_j-a_j\frac{\omega_j-\omega_{j-1}}{a_j-a_{j-1}},
\]
starting near $\omega_r-i\gamma/2$.
\item Propagate the field through the layers and normalize it by \eqref{norm}.
\end{enumerate}
Root finding avoids a scan of $T$, whose step would have to resolve $\gamma$.

\paragraph{Phase curvature.} Let $\sigma={\rm diag}(1,-1)$. Reversing $\eta$ reverses $\cos\delta$ and leaves $\sin\delta$ unchanged, so $M(-\eta)=-\sigma M(\eta)\sigma$. The end vector obeys $\sigma(1,in_o)^T=[(1,in_o)^T]^*$. As $M$ is real, $v(-\eta)=\pm\sigma v(\eta)^*$, and \eqref{r} gives $r(-\eta)=r(\eta)^*$. Thus $R$ is even about $\omega_0$, and $\phi$ has no quadratic term. The first term neglected in \eqref{pull} is cubic. In the $5\%$ example the error is $6\times10^{-5}$~eV: $0.2\%$ of the distance from $\omega_0$, but about a tenth of the tuned linewidth. Equation \eqref{pull} is therefore a starting value, not a substitute for the root. Near the band edge the linear phase and the constant $|r_j|$ both fail.

\paragraph{Finite reflectivity.} With $x=(1-g)/(2\sqrt g)$, the exact half-maximum phase of \eqref{airy} is $2\arcsin x$, so the small-angle step in \eqref{width} contributes a relative error near $x^2/6$, about $3\times10^{-7}$ here. This is not the total error of \eqref{width}, which also neglects the change of $R$ and of $d\theta/d\omega$ across the line. The correction in \eqref{area} is about $5\times10^{-7}$. The observed difference in spectral weight for the window $\pm20\gamma$ is larger, $7.6\times10^{-5}$ of $f_{\max}^2$. It grows nearly in proportion to the window, from $1.6\times10^{-5}$ at $\pm5\gamma$ to $3.2\times10^{-4}$ at $\pm80\gamma$, and it comes from the fall of $R$ away from $\omega_0$: with $R$ frozen at its central value, the difference at $\pm20\gamma$ is only $-4\times10^{-6}$. The finite-reflectivity correction therefore does not account for it; \eqref{area} holds only to the accuracy of its assumption of a Lorentzian line with constant $R$.

\paragraph{Grid error.} In a uniform layer, the second difference of $\sin\kappa z$ with step $h_z$ replaces $\kappa^2$ by $(4/h_z^2)\sin^2(\kappa h_z/2)$. The frequency is lowered by the relative amount $(\kappa h_z)^2/24$. With 80 steps per quarter wave, $\kappa h_z=\pi/160$ and the estimate is $1.6\times10^{-5}$. For the unlike mirrors, the grid gives $1.962799$~eV and the phase condition $1.962830$~eV, a relative lowering of $1.55\times10^{-5}$ before rounding. This mode lies below $\omega_0$, so $\kappa h_z$ is smaller by the factor $1.9628/2$, and the estimate becomes $1.55\times10^{-5}$ as well.

\paragraph{Scope.} Absorption removes the flux balance behind \eqref{enh} and \eqref{rho}. Material dispersion changes both the phase derivative and the energy density, so \eqref{norm} and \eqref{vac} must then be rederived. Oblique incidence requires separate matrices for the two polarizations.

\section*{Calculated quantities}
\begin{verbatim}
mirror centre energy: 2.000 eV
indices high, low, spacer, outside: 2.2, 1.5, 1.6, 1.0
pairs per mirror, plus one high layer: 8
quantization area: 1.0e+08 angstrom^2
vacuum wavelength: 6199.21 angstrom
high-index layer thickness: 704.46 angstrom
low-index layer thickness: 1033.20 angstrom
half-wave spacer length: 1937.25 angstrom
stop-band half-width: 0.2423 eV
mirror surface admittance Y: 2218.95
mirror reflectivity R: 0.997120
penetration depth, this mirror: 2209.72 angstrom
penetration depth, infinite, high first: 2214.00 angstrom
penetration depth, infinite, low first: 2853.99 angstrom
effective length: 6356.69 angstrom = 12012.4 bohr
effective over spacer length: 3.2813
local free spectral range: 0.60952 eV
finesse from R: 1089.23
width from formula: 5.5959e-04 eV = 2.0564e-05 hartree
width from transmission half maximum: 5.5959e-04 eV
width from complex pole: 5.5959e-04 eV
quality factor: 3574.0
driven intensity enhancement: 866.78
normalized antinode f^2, formula: 1.22902e-04 1/angstrom
normalized antinode f^2, spectral: 1.22911e-04 1/angstrom
closed cavity, energy share in spacer: 0.3044
first three mirror maxima / spacer maximum: 0.5289, 0.2459, 0.1143
zero-point rms field: 1.4913e-05 V/angstrom
same field if penetration ignored: 2.7014e-05 V/angstrom
unlike closed mirrors, phase resonance: 1.962830 eV
unlike closed mirrors, grid resonance: 1.962799 eV
unlike closed mirrors, effective length: 7841.60 angstrom
unlike closed mirrors, grid f^2: 9.96248e-05 1/angstrom
unlike closed mirrors, formula f^2: 9.96289e-05 1/angstrom
5% longer spacer, frozen-phase resonance: 1.90476 eV
5% longer spacer, linear pulling formula: 1.96998 eV
5% longer spacer, phase resonance: 1.97004 eV
40 half-waves, spacing from poles: 0.047284 eV
40 half-waves, spacing from effective length: 0.047302 eV
40 half-waves, spacing from spacer alone: 0.050000 eV
40 half-waves, width from pole: 4.3427e-05 eV
40 half-waves, spacing over width: 1088.80
\end{verbatim}
